\section*{Lopsided Barriers Transmit Equally Both Ways: What Tunnelling Rectification Requires}

\section{A decision in a leakage calculation}

To compute the tunnelling leakage of a thin oxide between two different metals at both polarities, one must decide whether the barrier can be calculated once, at zero bias, and then crossed from either side, or whether its profile must be recalculated for each polarity. The first choice seems to promise a diode, on the idea that a lopsided barrier is easier to cross from one side. If the whole profile, including the band bottoms of both metals, is held fixed relative to the midpoint of the two Fermi levels, it gives none: at fixed energy the two directions have the same transmission probability. If the profile is held fixed relative to one metal, it can give rectification, but only through that choice of reference. The second choice is needed, and it must include the position of the barrier relative to both Fermi levels.

\section{A lopsided film, worked through}

Take a hafnia film of thickness $d=3$ nm with an electron mass of $0.2$ free-electron masses. At zero bias the barrier falls linearly from $\phi_L=2.8$ eV at the left metal to $\phi_R=2.0$ eV at the right one, measured from the common Fermi level. Both metals have a Fermi energy of 5 eV and the free-electron mass. Motion is one-dimensional, elastic and coherent.

A bias energy $u=eV>0$ raises the electrons of the left lead. Energies $\varepsilon$ are measured from the midpoint of the two electrochemical potentials, so that
\begin{equation}
\mu_L=u/2,\qquad \mu_R=-u/2 .
\end{equation}
The bias drops linearly across the oxide. For $V=+0.5$ V the barrier faces lie at $2.8+0.25=3.05$ eV and $2.0-0.25=1.75$ eV; for $V=-0.5$ V they lie at $2.55$ and $2.25$ eV.

First keep $V=+0.5$ V and send electrons of energy $\varepsilon=0$ from each side in turn. The wave equation gives
\begin{equation}
T_\rightarrow=1.98\times10^{-9},\qquad T_\leftarrow=1.98\times10^{-9}.
\end{equation}
The barrier is strongly lopsided, yet neither direction is favoured. Now reverse the bias. The transmission becomes $1.88\times10^{-9}$, because this is a different barrier.

The exponential part of tunnelling shows both facts. It is $e^{-2S}$ with $S=\int_0^d\kappa\,dx$, where $\kappa=\sqrt{2mb}$ in atomic units and $b(x)$ is the barrier height above the electron's energy. This integral has no direction. For a linear barrier with face heights $b_1,b_2$, the mean of $\sqrt b$ is
\begin{equation}
\frac{1}{b_1-b_2}\int_{b_2}^{b_1}\!\sqrt b\,db=\frac23\,\frac{b_1^{3/2}-b_2^{3/2}}{b_1-b_2}.
\end{equation}
It equals $1.5444$ for faces at 3.05 and 1.75 eV and $1.5489$ for faces at 2.55 and 2.25 eV, in $\mathrm{eV}^{1/2}$. At the mean height $\bar\phi=2.4$ eV the decay constant is $\bar\kappa=3.549\ \mathrm{nm}^{-1}$, so $2S$ is this mean times $2\bar\kappa d/\sqrt{2.4}=13.745$. The exponents are $21.23$ and $21.29$. Both barriers have the same mean height, but the steeper one has the smaller mean square root, because the square root is concave. It therefore transmits slightly more.

At 300 K the currents per channel are $9.94\times10^{-14}$ A and $-9.40\times10^{-14}$ A, a polarity ratio $|I(+V)/I(-V)|=1.057$. If the whole profile is instead frozen in its zero-bias form, fixed relative to the midpoint, the ratio is $1.000000$. The lopsidedness is then still present, but the rectification is gone.

\section{Why amplitudes mislead}

A potential step shows where a false asymmetry can enter. Let the mass be uniform and the wave numbers be $k_L$ and $k_R$. For a wave of unit amplitude from the left, continuity of $\psi$ and $\psi'$ requires
\begin{equation}
1+r=t_\rightarrow,\qquad k_L(1-r)=k_Rt_\rightarrow .
\end{equation}
Substituting $r=t_\rightarrow-1$ in the second condition gives $t_\rightarrow=2k_L/(k_L+k_R)$. Exchanging the labels gives $t_\leftarrow=2k_R/(k_L+k_R)$. The squared amplitudes differ by $(k_L/k_R)^2$. A probability of passage, however, is a ratio of fluxes, and flux is velocity times squared amplitude:
\begin{equation}
T_\rightarrow=\frac{k_R}{k_L}t_\rightarrow^2=\frac{4k_Lk_R}{(k_L+k_R)^2}=\frac{k_L}{k_R}t_\leftarrow^2=T_\leftarrow .
\end{equation}

The same happens with the film at zero bias if the left and right Fermi energies are set to 8 and 3 eV. At $\varepsilon=0$ the squared velocities are in the ratio $8/3=2.667$. A finite-difference solution gives $2.664$ for the ratio of bare $|t|^2$ and $1.000000$ for the ratio of flux transmissions. The $0.1\%$ shortfall in the first number comes from the grid, on which the velocity is proportional to $\sin ka$ instead of $ka$, with spacing $a=0.005$ nm.

\section{The general statement}

For one channel, a real static potential $U(x)$, a mass $m(x)$, and flat leads that are both open at energy $E$,
\begin{equation}
T_\rightarrow(E)=T_\leftarrow(E).
\end{equation}
If the two leads also have equal temperatures, then $I(V)\neq-I(-V)$ requires $T(\varepsilon;V)\neq T(\varepsilon;-V)$ at some energies where the lead occupations differ. The bias must therefore change the profile differently for the two polarities. A rigid shift relative to the midpoint counts as such a change.

\subsection{Equal transmission}

In atomic units the wave equation is
\begin{equation}
-\tfrac12\left(\psi'/m\right)'+U\psi=E\psi .
\end{equation}
Write $F=\psi'/m$. Then $\psi'=mF$ and $F'=2(U-E)\psi$, and both $\psi$ and $F$ are continuous across interfaces. For two solutions at the same energy define $W=\psi_1F_2-F_1\psi_2$. Its derivative is
\begin{align}
W'&=\psi_1'F_2+\psi_1F_2'-F_1'\psi_2-F_1\psi_2'\nonumber\\
&=mF_1F_2+2(U-E)\psi_1\psi_2-2(U-E)\psi_1\psi_2-mF_1F_2=0,
\end{align}
so $W$ has the same value in both leads.

Let $\psi_1$ be the state incident from the left and $\psi_2$ the state incident from the right, with lead velocities $v=k/m$. In the left lead
\begin{align}
\psi_1&=e^{ik_Lx}+re^{-ik_Lx}, & F_1&=iv_L(e^{ik_Lx}-re^{-ik_Lx}),\nonumber\\
\psi_2&=t_\leftarrow e^{-ik_Lx}, & F_2&=-iv_Lt_\leftarrow e^{-ik_Lx}.
\end{align}
The terms in $r$ cancel:
\begin{equation}
W=-iv_Lt_\leftarrow(1+re^{-2ik_Lx})-iv_Lt_\leftarrow(1-re^{-2ik_Lx})=-2iv_Lt_\leftarrow .
\end{equation}
In the right lead $\psi_1=t_\rightarrow e^{ik_Rx}$ and $\psi_2=e^{-ik_Rx}+r'e^{ik_Rx}$, so
\begin{equation}
W=-iv_Rt_\rightarrow(1-r'e^{2ik_Rx})-iv_Rt_\rightarrow(1+r'e^{2ik_Rx})=-2iv_Rt_\rightarrow .
\end{equation}
Hence $v_Lt_\leftarrow=v_Rt_\rightarrow$, and
\begin{equation}
T_\leftarrow=\frac{v_L}{v_R}|t_\leftarrow|^2=\frac{v_L}{v_R}\,\frac{v_R^2}{v_L^2}\,|t_\rightarrow|^2=\frac{v_R}{v_L}|t_\rightarrow|^2=T_\rightarrow .
\end{equation}

\subsection{The current}

Let $I$ be $e$ times the electron flow from left to right. A lead has $2\,dk/2\pi$ states per unit length, counting spin, and their velocity is $d\varepsilon/(\hbar\,dk)$. The product is a flux $2\,d\varepsilon/h$ for full occupation. With Fermi occupations $f_L=f(\varepsilon-u/2)$ and $f_R=f(\varepsilon+u/2)$,
\begin{equation}
I(V)=\frac{2e}{h}\int(T_\rightarrow f_L-T_\leftarrow f_R)\,d\varepsilon=\frac{2e}{h}\int T(\varepsilon;V)(f_L-f_R)\,d\varepsilon .
\end{equation}
At zero bias $f_L=f_R$ and the current vanishes. If the two transmissions differed, their differences at separate energies might cancel for one position of the Fermi level, but not for all positions; a current would then flow between leads in equilibrium, against the second law.

Reversing $V$ exchanges $f_L$ and $f_R$ and so changes the sign of their difference. Therefore
\begin{equation}
I(V)+I(-V)=\frac{2e}{h}\int\left[T(\varepsilon;V)-T(\varepsilon;-V)\right](f_L-f_R)\,d\varepsilon .
\end{equation}
If the bracket vanishes throughout the window, there is no rectification. The converse does not follow, since positive and negative parts of the bracket can cancel in the integral. With unequal lead temperatures the occupation difference is no longer odd in $V$, and this argument fails.

\subsection{Two limiting cases}

In a mirror-symmetric device, reversing the bias produces the mirror image of the biased profile. Crossing the image from the left is the same as crossing the original from the right, so $T_\rightarrow(\varepsilon;-V)=T_\leftarrow(\varepsilon;V)=T_\rightarrow(\varepsilon;V)$. A uniform 2.4 eV barrier tilted by the bias accordingly gives a ratio of $1.000000$.

Now hold that symmetric barrier rigid, leads included, relative to the \emph{right} Fermi level. This is a thought experiment, since the left metal would not stay neutral. Relative to the midpoint the barrier moves to $2.4-0.25=2.15$ eV for $+0.5$ V and to $2.65$ eV for $-0.5$ V. The polarity ratio is $10.95$, although the barrier is symmetric and its shape never changes. A static profile attached to one lead can thus produce a large rectification through the choice of reference alone.

\section{How large is the effect?}

Let $s(x)$ be the fraction of the bias dropped between the left lead and $x$. The profile is $U=U_0+u(\tfrac12-s)$. From $\kappa=\sqrt{2m(U-\varepsilon)}$ follows $\partial\kappa/\partial u=(\tfrac12-s)m/\kappa$. Keeping the exponential part, $\ln T\approx-2\int\kappa\,dx$, and the first order in $u$,
\begin{equation}
\ln\frac{T(u)}{T(-u)}\approx2u\left.\frac{\partial\ln T}{\partial u}\right|_{0}=-4u\int_0^d\left(\tfrac12-s\right)\frac m\kappa\,dx ,
\label{rule}
\end{equation}
with $\kappa$ taken at zero bias. The barrier must stay above the electron's energy everywhere, so the rule does not cover a barrier pulled down to a triangle.

For the lopsided film put $z=x/d=s$, $\Delta=\phi_L-\phi_R$ and $\varepsilon=0$. The height is $\bar\phi+\Delta(\tfrac12-z)$, and for small tilt
\begin{equation}
\frac1\kappa\approx\frac1{\bar\kappa}\left[1-\frac{\Delta(\frac12-z)}{2\bar\phi}\right].
\end{equation}
Since $\int_0^1(\tfrac12-z)dz=0$ and $\int_0^1(\tfrac12-z)^2dz=\tfrac1{12}$,
\begin{equation}
\ln\frac{T(u)}{T(-u)}\approx\frac{4um\,d}{\bar\kappa}\,\frac{\Delta}{2\bar\phi}\,\frac1{12}=\frac{\bar\kappa d\,\Delta u}{12\bar\phi^2},
\end{equation}
where the last step uses $m=\bar\kappa^2/2\bar\phi$. The numbers give $3.549\times3\times0.8\times0.5/(12\times2.4^2)=0.0616$. Without the small-tilt step, rule (\ref{rule}) gives $0.0623$; the full transmission gives $0.0529$. The rule omits the matching factors at the interfaces, which also depend on bias. As a test, the film was thickened from 20 to 40 nm with face heights and bias held fixed. The logarithm grew by $0.02085$ per nm, against $0.02076$ from the rule, so the exponential part is correctly described.

An uneven voltage division can do more, because it moves the mean barrier. Replace the film by 2 nm of hafnia (2.0 eV, permittivity 20) on the left and 1 nm of alumina (2.8 eV, permittivity 9) on the right, with identical metals, the same oxide mass and no built-in tilt. The alumina takes $(1/9)/(1/9+2/20)=0.526$ of the bias. The integral of $\tfrac12-s$ is $2(0.5-0.237)=0.526$ nm over the hafnia and $0.5-0.737=-0.237$ nm over the alumina. With $m/\kappa=\kappa/2b$ equal to $0.8100$ and $0.6846$ $\mathrm{eV^{-1}nm^{-1}}$, the rule gives
\begin{equation}
-4(0.5)\left[0.526(0.8100)-0.237(0.6846)\right]=-0.528 .
\end{equation}
The full value is $-0.522$. The current ratio is $0.584$: the current is $1.7$ times larger when electrons enter from the alumina side. At $0.1$ V the ratios are $0.90$ for the bilayer and $1.011$ for the film. Both approach one as the bias vanishes, as the factor $u$ in the rule requires.

\section{Beside a real hafnia film}

The barriers, mass and permittivities are rough typical values. The equal Fermi energies are a simplification that matters for the ratio, because the interface factors change with bias differently in unlike metals: left and right Fermi energies of 8 and 3 eV give $1.15$ instead of $1.057$, and 3 and 8 eV give $0.97$. A thickness of 3 nm is small for a memory capacitor, and the film is assumed not to switch; a polarization reversal would change $U_0$ as well. The peak field, $(0.8+0.5)/3$ V/nm or 4.3 MV/cm, is below an assumed rough breakdown field of 6 MV/cm. Summing over transverse momenta, each a separate channel, gives $0.91\ \mathrm{A/cm^2}$ and a ratio of $1.05$. The absolute current is not a prediction: taken separately, image forces multiply the single-channel current by about 5 if the rounded barrier is cut off at the Fermi level, or about 8 if it is cut off at the metal band bottom, and a two-band description of the oxide with a 5.8 eV gap multiplies it by about 100 (about 70 to 160 for gaps from 6.2 to 5.3 eV). The ratio moves less: to $1.06$ or $1.04$ for the two image-force cut-offs, and to $1.11$ for the two-band description. Equal screening inside the two electrodes, 0.05 nm each, leaves the oxide $60\%$ of the bias and lowers the ratio to $1.03$ if the built-in tilt is held fixed, and to $1.02$ if the tilt is reduced in the same proportion. Unequal screening moves the mean barrier and outweighs the tilt: with the tilt held fixed, lengths of 0.04 nm on the left and 0.06 nm on the right give $0.85$, and the reverse order gives $1.25$. For two different metals neither the size nor the sign of the rectification follows from the barrier tilt alone. Heating to 358 K changes the current by $1\%$. A defect-free oxide is also a strong assumption. With an attempt energy of 1 eV, about $3\times10^8$ well-placed traps per $\mathrm{cm^2}$ would carry as much current as direct tunnelling; $10^{11}$ equally well-placed ones would carry some 300 times as much. The polarity ratio calculated here need not then describe the device, and if the transport through the traps is inelastic, the theorem does not apply to it either. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
film: width 3.0 nm, left/right barrier 2.8/2.0 eV
oxide mass 0.2 m_e, metal Fermi energy 5.0 eV
bias 0.5 V, temperature 300 K
T at midpoint, +bias, from left:  1.98087e-09
T at midpoint, +bias, from right: 1.98087e-09
same, lattice method: 1.98074e-09, 1.98074e-09
T at midpoint, -bias, from left:  1.87879e-09
trap case: zero bias, Fermi energies 8 eV left, 3 eV right
  ratio of bare |t|^2, left/right incidence: 2.664
  ratio of flux transmissions: 1.000000
equilibrium net/one-way current: 3.1e-16
polarity ratio |I(+V)/I(-V)|:
  lopsided film, profile frozen at midpoint: 1.000000
  symmetric film (2.4 eV), tilted by bias: 1.000000
  symmetric static film pinned to right lead: 10.955
  lopsided film, tilted by bias: 1.0571
  hafnia/alumina bilayer: 0.5840
  at 0.1 V: film 1.0107, bilayer 0.9005
  at 0.3 V: film 1.0330, bilayer 0.7282
film current per channel: 9.9422e-14 A (+), -9.4049e-14 A (-)
mean decay constant 3.549 1/nm
film ln[T(+)/T(-)] at midpoint: full 0.0529, rule 0.0623
  small-tilt formula: 0.0616
bilayer ln[T(+)/T(-)]: full -0.5219, rule -0.5284
film growth per nm (20 to 40 nm): full 0.02085, rule 0.02076
bilayer growth per nm (20 to 40 nm): full -0.17635, rule -0.17613
bilayer: hafnia 2 nm, 2.0 eV, permittivity 20
  alumina 1 nm, 2.8 eV, permittivity 9
  alumina share of bias 0.526, its field 2.63 MV/cm
neglected effects for the lopsided film:
  all transverse momenta: J(+) 9.131e-01 A/cm2, ratio 1.0514
  358 K: current x 1.011, ratio 1.0573
  over-barrier/tunnel current at 358 K: 1.1e-25
  image force (optical permittivity 4): current x 4.84, ratio 1.0589
  two-band gap 5.8 eV: current x 96.1, ratio 1.1137
  electrode screening 0.05 nm: oxide keeps 0.60 of bias, ratio 1.0311
  peak field 4.33 MV/cm, rough breakdown input 6.0 MV/cm
  trap density matching direct current: 3.1e+08 1/cm2 (attempt energy 1 eV)
\end{verbatim}
